\section*{How saturating McLean segregation curves type B grain-boundary diffusion profiles, part 2}

Solute from a constant surface source diffuses down flat grain boundaries of width $\delta$ and diffusivity $D_b$, and leaks into grains of much smaller diffusivity $D$ during an anneal of time $t$. The question is how saturation of the boundary changes the profile in depth $y$, and hence the value of $P=s\delta D_b$ read from it.

The coverage $\theta$ is the fraction of segregation sites filled, and $X$ is the atomic fraction in the grain. McLean's isotherm is $\theta/(1-\theta)=KX\equiv u$, with $K=e^{E/k_BT}$ and segregation energy $E$. A fraction $X_{\rm sat}$ of boundary sites can be filled, and $s=X_{\rm sat}K$. Surface values are $\theta_0$ and $u_0$. A linear isotherm sets $u=\theta$.

Distance into the grain is $\sqrt{Dt}\,\xi$, depth is $y=\Lambda Y$ with $\Lambda^2=(P/2)\sqrt{t/D}$, and running time is $t\tau$. Then
\begin{align}
\alpha\,\theta_\tau&=\theta_{YY}+u_\xi\big|_{\xi=0},
&\alpha&=\frac{s\delta}{2\sqrt{Dt}},
\label{eq:slabscaled}\\
u_\tau&=u_{\xi\xi}+\beta^{-1}u_{YY},
&\beta&=\frac{P}{2D\sqrt{Dt}} .
\label{eq:grain}
\end{align}
The type B limit neglects $\alpha$ (boundary storage) and $1/\beta$ (depth diffusion in the grains). Profiles then depend on $\eta=Y/\tau^{1/4}$, so a longer anneal only stretches the depth scale. With $m(\eta)=\int_0^\infty u\,d\xi$ at $\tau=1$,
\begin{equation}
\theta''=\frac m2-\frac{\eta m'}4,\qquad
\theta(0)=\theta_0,\quad\theta(\infty)=0 .
\label{eq:sim}
\end{equation}
For parallel boundaries a distance $d$ apart, the section average is
\begin{equation}
\bar X(y)=\frac{2\sqrt{Dt}}{Kd}\,m(y/\Lambda),
\label{eq:section}
\end{equation}

For a linear isotherm and unit source, Laplace transforms in $\tau$ (variable $p$) are
\begin{equation}
\hat u_{\rm lin}=\frac{e^{-Yp^{1/4}}}{p},\qquad
\hat M_{\rm lin}=\frac{e^{-Yp^{1/4}}}{p^{3/2}} .
\label{eq:lin}
\end{equation}
At $\tau=1$ the inversion exponent $p-\eta p^{1/4}$ is stationary at $p=(\eta/4)^{4/3}$. Deep in the saturating profile,
\begin{equation}
u\to A\,u_{\rm lin}(\eta),\qquad m\to A\,m_{\rm lin}(\eta)
\label{eq:tail}
\end{equation}
A plot against $y^{6/5}$ is only approximately straight, so the linear-isotherm profile is the reference.

Fisher's approximation treats the present wall concentration as constant throughout the anneal: $d^2\theta/dy^2=u/L^2$, $L^2=\sqrt\pi\,\Lambda^2$. With $G(\theta)=\sqrt{2[-\ln(1-\theta)-\theta]}$,
\begin{equation}
\boxed{\;S(\theta)\equiv-L\frac{d\ln u}{dy}
=\frac{G(\theta)}{\theta(1-\theta)} .\;}
\label{eq:S}
\end{equation}
Its tail is $u\to A_Fe^{-y/L}$, where $A_F$ tends to $0.662$ as $\theta_0\to1$.

The exclusion test in the numerical output compares mean occupations for hopping with site blocking and for free diffusion.

\subsection{The diffusivity read from a slope}

Let $g_y$ be minus the slope of $\ln\bar X$ against $y^{6/5}$, and $g$ minus the slope of $\ln m$ against $\eta^{6/5}$. Because $y=\Lambda\eta$, $g_y=g\Lambda^{-6/5}$. Raising this to the power $-5/3$ and inserting $\Lambda^2$,
\begin{equation}
g_y^{-5/3}=g^{-5/3}\frac P2\sqrt{\frac tD}
\quad\Longrightarrow\quad
P=2g^{5/3}\sqrt{\frac Dt}\;g_y^{-5/3} .
\label{eq:leclaire}
\end{equation}
An analysis that assumes a linear isotherm inserts $g_{\rm lin}$, whereas the data contain $g_{\rm sat}$. With both slopes taken in the same window of $\eta$, defined by the true $\Lambda$,
\begin{equation}
\frac{P_{\rm app}}P=\left(\frac{g_{\rm sat}}{g_{\rm lin}}\right)^{-5/3} .
\label{eq:papp}
\end{equation}
A steep shallow profile gives too small a $P$. In practice $\Lambda$ is unknown and must be found from the same data. For a shallow window such as the one used below, a value that is too small places the window at larger $\eta$, where $g_{\rm lin}$ is smaller, and this lowers $P_{\rm app}$ further than \eqref{eq:papp} states. By \eqref{eq:tail}, a deep window in the dilute tail gives $P_{\rm app}\to P$ within the type B limit.

\subsection{Worked example}

The parameters are illustrative, chosen with silver in copper grain boundaries in mind but not fitted to measurements: $T=800$ K, $E=0.40$ eV, $X_{\rm sat}=1$, $\delta=0.50$ nm, $D=1.0\times10^{-17}$ m$^2$/s, $D_b=5.0\times10^{-13}$ m$^2$/s, $t=4.0\times10^5$ s, or 4.6 days, and a source of 0.60 at.\%. Parallel boundaries are 200 $\mu$m apart. The split of $P$ into $s$ and $D_b$ is not that of real copper. Radiotracer data for silver in copper polycrystals suggest a $P$ of the same order as here, but a much larger $D_b$ and an $s$ of only about ten at this temperature; these figures should be checked against the literature. With $X_{\rm sat}=1$ such an $s$ would put $u_0$ below 0.1, where saturation is weak. A $u_0$ near 2 would then require that only a few percent of the boundary sites can be filled. The depth scale $\Lambda$ follows $\sqrt P$, while $P_{\rm app}/P$ at given $\eta$ depends only on $u_0$ in the type B limit.

With $k_BT=0.06894$ eV, $K=s=e^{0.40/0.06894}=331$. Then
\begin{align}
P&=331(0.50\times10^{-9})(5.0\times10^{-13})
=8.28\times10^{-20}\ {\rm m^3/s},\\
\sqrt{Dt}&=\sqrt{4.0\times10^{-12}}\ {\rm m}=2.0\ \mu{\rm m},\\
\alpha&=\frac{331(0.50\times10^{-9})}{2(2.0\times10^{-6})}=0.041,\\
\beta&=\frac{8.28\times10^{-20}}{2(10^{-17})(2.0\times10^{-6})}
\simeq2070,\\
\Lambda&=\sqrt{2070}\,(2.0\ \mu{\rm m})\simeq91\ \mu{\rm m}.
\end{align}
The conditions on $\alpha$ and $\beta$ hold, and $\sqrt{Dt}/d=0.01$, so neighbouring boundaries act separately. At the surface $u_0=331\times0.0060=1.986$, written 1.99 below, and $\theta_0=1.986/2.986=0.665$. The prefactor in \eqref{eq:section} is $2(2.0)/(331\times200)=6.0\times10^{-5}$, or 60 ppm.

Section concentrations in atomic ppm are as follows. ``Linear'' keeps the same source and sets $\theta=u$. ``Full'' retains boundary storage and depth diffusion in the grains, and counts the solute in the slab.

\begin{center}
\begin{tabular}{rrrrrr}
$y$ ($\mu$m) & $\theta$ & saturating & linear & Fisher & full\\
50 & 0.368 & 34.7 & 78.3 & 44.6 & 35.3\\
100 & 0.210 & 14.9 & 44.4 & 22.5 & 15.1\\
200 & 0.068 & 3.67 & 13.5 & 7.85 & 3.66\\
300 & 0.021 & 0.98 & 3.82 & 3.16 & 0.94\\
400 & 0.006 & 0.26 & 1.02 & 1.34 & 0.24
\end{tabular}
\end{center}

The ratio of saturating to linear content falls from 0.44 at 50 $\mu$m to 0.33 at 100 $\mu$m, then levels off at 0.25 by 400 $\mu$m. This is the behaviour in \eqref{eq:tail}: the calculated tail constant is $A=0.496$, and $A/u_0=0.250$. Fisher's approximation gives a similar constant, $A_F=0.520$, but its content at 400 $\mu$m is about five times the similarity result, because its coverage decays too slowly and it overstates the content belonging to a given wall value.

The surface slope in Fisher's approximation follows from $G(0.665)=0.926$:
\begin{equation}
S(\theta_0)=\frac{0.926}{0.665(1-0.665)}\simeq4.16 ,
\end{equation}
about four times its dilute value. The fitted effect is smaller, because the coverage has already dropped within the fitting window: \eqref{eq:S} gives $S=1.83$ for the coverage 0.368 found at 50 $\mu$m, and 1.37 for the coverage 0.210 found at 100 $\mu$m. Between 45 and 136 $\mu$m, the slopes $g$ of the similarity profiles are 1.218 for the saturating isotherm and 0.874 for the linear one. Equation \eqref{eq:papp} gives
\begin{equation}
\frac{P_{\rm app}}P=\left(\frac{1.218}{0.874}\right)^{-5/3}=0.575,
\qquad P_{\rm app}=4.8\times10^{-20}\ {\rm m^3/s}.
\end{equation}
Between 364 and 546 $\mu$m the slopes are 0.766 and 0.763, and the ratio is 0.993. The linear slope itself changes from 0.874 to 0.763, which is why the reference must be taken in the same window. The deep linear slope makes the coefficient $2g^{5/3}$ in \eqref{eq:leclaire} equal to 1.27.

Changing the source at fixed temperature, with the same windows in $\eta$, gives:
\begin{center}
\begin{tabular}{rrrrr}
$u_0$ & $\theta_0$ & $A$ & shallow $P_{\rm app}/P$ & deep $P_{\rm app}/P$\\
0.10 & 0.091 & 0.088 & 0.925 & 0.999\\
1.00 & 0.500 & 0.403 & 0.655 & 0.995\\
1.99 & 0.665 & 0.496 & 0.575 & 0.993\\
10.0 & 0.909 & 0.595 & 0.489 & 0.992
\end{tabular}
\end{center}
A hundredfold stronger source raises the tail amplitude less than sevenfold. The last row would need a source of $10/331$, or 3.0 at.\%, which exceeds the solubility of silver in copper at 800 K; it shows the trend of the model for a more soluble solute with the same $K$. For the present $K$, keeping the shallow error defined by \eqref{eq:papp} near 8\% requires $u_0=0.1$, a source of $0.1/331$, or 0.03 at.\%.

Three tests bear on these numbers. The numerical linear profile was compared with inverse Laplace transforms of \eqref{eq:lin} at $\eta=0.5$, 2, 4 and 6; the largest relative error was 0.03\%. For the example's source, the coupled slab and grain equations were also stepped directly in time with $\alpha=1/\beta=0$, assuming neither a half derivative nor similarity. The content agreed with the solution of \eqref{eq:sim} to 0.20\% at five depths from $\eta=0.5$ to 4. Profiles of that calculation at a quarter of the anneal and at its end, rescaled by $t^{1/4}$ in depth and $t^{1/2}$ in content, agreed to 0.23\% at the same five scaled depths. The curvature survives the rescaling, as the opening argument requires.

\subsection{What the type B limit leaves out}

In the full calculation the shallow ratio is 0.570, close to 0.575, but the deep ratio falls from 0.993 to 0.926. The last digit depends on the discretization; a higher-order time integration gives 0.924. Boundary storage explains nearly all of the drop: for the linear isotherm, depth diffusion in the grains alone changes the ratio by only $10^{-4}$. In the dilute tail \eqref{eq:slabscaled} transforms to $\hat u_{YY}=(\sqrt p+\alpha p)\hat u$. For small $\alpha$ the exponent $-\eta p^{1/4}$ gains $-\alpha\eta p^{3/4}/2$. At the stationary point $p^{3/4}=\eta/4$, so to leading order $\ln m$ changes by $-\alpha\eta^2/8$ and its slope steepens by $\alpha\eta/4$, or 0.052 at $\eta=5$. Counting the slab's own solute multiplies the content by $1+\alpha\sqrt p$ and takes back about 0.006. The unperturbed slope with respect to $\eta$ is $0.763\times\frac65\times5^{1/5}=1.26$. This leading-order estimate gives a net steepening of 3.6\%, which by \eqref{eq:papp} lowers $P_{\rm app}$ by about 6\%. It is low because the stationary point neglects the factor $p^{-3/2}$, which still matters at $\eta=5$. The exact linear solution with storage steepens by 0.063, takes back 0.005 and lowers $P_{\rm app}$ by 7\%, as in the full calculation. Going deeper thus removes the saturation error but brings in a storage error that grows with both $\alpha$ and $\eta$.

Interaction between segregated atoms changes both isotherm and flux. In a mean-field model with energy $w$, positive for repulsion, let $b=w/k_BT$ and
\begin{equation}
u=\frac{\theta e^{b\theta}}{1-\theta},\qquad
\Phi=1+b\theta(1-\theta) .
\end{equation}
A mobility proportional to $\theta(1-\theta)$ multiplies the gradient of $\ln[\theta/(1-\theta)]+b\theta$, so the flux is $-D_b\Phi\,\theta_y$. Fisher's balance becomes $(\Phi\theta_y)_y=u/L^2$. Multiplying by $\Phi\theta_y$ and integrating,
\begin{equation}
(\Phi\theta_y)^2=\frac2{L^2}\int_0^\theta\Phi(q)\,u(q)\,dq,
\qquad
\frac{d\ln u}{dy}=\frac{\Phi\theta_y}{\theta(1-\theta)} .
\end{equation}
At the same source $u_0$, an attraction of 0.02 eV raises $\theta_0$ to 0.709 and the surface value of $S$ to 4.46; an equal repulsion lowers them to 0.624 and 3.95. Relative to 4.16 these slopes differ by $+7\%$ and $-5\%$.

\subsection{Bearing on silver in copper and on measurements}

Silver segregates to copper boundaries, though its enrichment factor may lie far below the value 331 obtained here with zero excess entropy and $X_{\rm sat}=1$. Its solubility at 800 K is roughly one atomic percent. The source chosen here lies near that limit and should be checked against the phase diagram before use; a second phase in the boundary would invalidate the isotherm. The value $X_{\rm sat}=1$ is the upper end of what a boundary can offer. Halving it at fixed $K$ halves $s$, $P$ and $\alpha$, and shortens $\Lambda$ by $\sqrt2$, but leaves $P_{\rm app}/P$ at given $\eta$ unchanged in the type B limit. Real boundaries also break the assumption of identical, non-interacting sites. The interaction estimate above moves the surface slope by 5 to 7\% for 0.02 eV, a value chosen for illustration and not an estimate for silver. The low solubility of silver in copper suggests that the attraction could be stronger, and the effect then grows quickly: for an attraction of 0.10 eV the same formulas give $S=7.6$ at the surface. A spread of site energies is not covered by this estimate. The model further needs boundaries that run straight for the whole profile. In equiaxed grains of 200 $\mu$m, a 400 $\mu$m profile crosses into other grains, so the deep values belong to a columnar structure.

A spread of $P$ among boundaries can also produce a profile that flattens with depth, since fast boundaries dominate the deep sections. If the isotherm is linear, each contribution scales with the source, and so does their sum; the logarithmic shape then stays fixed. Profiles taken at two constant source levels, with the same temperature, time and boundary population, can separate the two causes within these models: a shape that changes with source level points to a nonlinear isotherm. One source should be dilute, with $u_0\ll1$, and the other should have $u_0$ of order one or more. If both sources nearly fill the boundary at the surface, the profile beyond a thin surface zone is close to its limiting form, as the finite ceiling of $A_F$ illustrates. Raising $u_0$ from 10 to 100 increases $m$ by 35\% at $\eta=0.1$, but by only 9\% at $\eta=0.5$ and 3.5\% in the tail, so a nearly unchanged shape does not exclude saturation. The calculated values behind the example are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
temperature 800 K, kT 0.06894 eV
segregation energy 0.40 eV, K 331.0
site limit 1.0, s 331.0 (dimensionless)
boundary width 0.50 nm
bulk D 1.00e-17 m2/s, boundary Db 5.00e-13 m2/s
anneal 4.00e+05 s = 4.63 days
source fraction 0.60 at.%
boundary spacing 200 um
P = s delta Db 8.276e-20 m3/s
sqrt(D t) 2.000 um
alpha 0.0414, beta 2069
Lambda 90.97 um, Fisher L 121.12 um
surface u 1.986, coverage 0.665
depth um | coverage | section ppm: saturating, linear, Fisher, full
50 | 0.3680 | 34.665, 78.301, 44.591, 35.303
100 | 0.2101 | 14.852, 44.382, 22.476, 15.085
200 | 0.0684 | 3.669, 13.479, 7.847, 3.659
300 | 0.0212 | 0.978, 3.819, 3.161, 0.943
400 | 0.0062 | 0.255, 1.015, 1.338, 0.235
shallow window 45-136 um, eta 0.5-1.5
  slope per eta^(6/5): linear 0.8740, saturating 1.2180
  P_app/P 0.575, P_app 4.760e-20 m3/s
  P_app/P in full model 0.570
deep window 364-546 um, eta 4.0-6.0
  slope per eta^(6/5): linear 0.7627, saturating 0.7657
  P_app/P 0.993, P_app 8.222e-20 m3/s
  P_app/P in full model 0.926
P sqrt(t/D) g^(5/3), linear deep window 1.273
source u | coverage | tail A | P_app/P shallow | P_app/P deep
0.100 | 0.091 | 0.088 | 0.925 | 0.999
1.000 | 0.500 | 0.403 | 0.655 | 0.995
1.986 | 0.665 | 0.496 | 0.575 | 0.993
10.000 | 0.909 | 0.595 | 0.489 | 0.992
Fisher G at surface 0.9262
Fisher surface log slope times L 4.158
Fisher tail prefactor 0.5198, full limit 0.6624
interaction -0.02 eV: surface coverage 0.709, log slope times L 4.461
interaction +0.02 eV: surface coverage 0.624, log slope times L 3.952
dilute-bulk error in u at source 0.60 %
sqrt(D t)/spacing 0.0100
exclusion test, largest difference 7.8e-16
inverse Laplace test, largest error 0.030 %
time-stepped test, largest error 0.20 %
t^(1/4) collapse, largest error 0.23 %
\end{verbatim}
